# Squeezing water from under a 300 mm wafer

## Problem

A wafer of diameter 300 mm is held flat by a rigid carrier and lowered, without rotation, onto a flooded polishing pad that is smooth, rigid and impermeable. The carrier applies a constant mean pressure of 20 kPa above ambient. The film is initially very thick. How long does the water take to drain until the gap is 10 µm?

Let \(R=150\) mm be the wafer radius, \(P=20\) kPa the mean pressure, \(h(t)\) the gap and \(V=-dh/dt\) the approach speed, positive while the gap closes. The water has viscosity \(\mu=1.0\) mPa s and density \(\rho=1000\) kg/m³, rough values for room temperature. All pressures \(p\) are measured from ambient, so \(p=0\) at the rim. "Very thick" means much thicker than 10 µm but still much thinner than \(R\).

## Estimate by scaling

Closing the gap at speed \(V\) displaces a volume of order \(R^2V\) per unit time. It leaves through a rim of area of order \(Rh\), so the outward speed is of order

\[
U\sim\frac{R^2V}{Rh}=\frac{RV}{h}.
\]

This flow is driven by a pressure gradient of order \(P/R\) and resisted by a viscous force per unit volume of order \(\mu U/h^2\). Equating them gives

\[
\frac{P}{R}\sim\frac{\mu}{h^2}\frac{RV}{h}
\quad\Rightarrow\quad
V\sim\frac{Ph^3}{\mu R^2}.
\]

The film closes more slowly as it thins, so most of the time is spent near the final gap. The time is then of order \(h/V\) evaluated there:

\[
t\sim\frac{\mu R^2}{Ph^2}
=\frac{(10^{-3}\,\text{Pa s})(0.150\,\text{m})^2}{(2\times10^4\,\text{Pa})(10^{-5}\,\text{m})^2}
\approx 11\ \text{s}.
\]

The starting gap has dropped out. Scaling cannot supply the numerical factor, which needs the flow itself.

## Exact solution of the thin-film model

**Volume balance.** Water is incompressible and the pad is impermeable. The volume swept out above a circle of radius \(r\) must therefore leave through the cylinder of height \(h\) around it. With \(U(r)\) the outward velocity averaged across the gap,

\[
\pi r^2V=2\pi rh\,U
\quad\Rightarrow\quad
U=\frac{Vr}{2h}.
\]

**Force balance.** Let \(z\) run from the pad, \(z=0\), to the wafer, \(z=h\). In a thin film the pressure is nearly uniform across the gap. With inertia neglected, the radial balance is

\[
\mu\frac{\partial^2u}{\partial z^2}=\frac{dp}{dr}.
\]

Integrating twice, with no slip at either surface, gives

\[
u=-\frac{1}{2\mu}\frac{dp}{dr}\,z(h-z).
\]

Since \(\int_0^h z(h-z)\,dz=h^3/6\), the average velocity is

\[
U=-\frac{h^2}{12\mu}\frac{dp}{dr}.
\]

The minus sign says that water flows towards lower pressure.

**Pressure.** Equating the two expressions for \(U\),

\[
\frac{dp}{dr}=-\frac{12\mu}{h^2}\frac{Vr}{2h}=-\frac{6\mu Vr}{h^3}.
\]

Integration inward from \(p(R)=0\) gives

\[
p(r)=\frac{3\mu V}{h^3}\,(R^2-r^2).
\]

**Load.** The average of \(R^2-r^2\) over the disc is

\[
\frac{1}{\pi R^2}\int_0^R(R^2-r^2)\,2\pi r\,dr
=\frac{2}{R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{R^2}{2}.
\]

Without inertia, the mean film pressure equals the applied pressure:

\[
P=\frac{3\mu VR^2}{2h^3}
\quad\Rightarrow\quad
V=\frac{2Ph^3}{3\mu R^2}.
\]

The central pressure is \(3\mu VR^2/h^3=2P=40\) kPa, whatever the gap.

**Time.** Put \(V=-dh/dt\) and separate the variables:

\[
dt=-\frac{3\mu R^2}{2P}\frac{dh}{h^3}.
\]

Integrating from the starting gap \(h_0\) down to \(h\), with \(\int_h^{h_0}x^{-3}dx=\tfrac12(h^{-2}-h_0^{-2})\),

\[
\boxed{\,t=\frac{3\mu R^2}{4P}\left(\frac1{h^2}-\frac1{h_0^2}\right)\,}
\]

For \(h_0\gg h\) the second term is negligible, and

\[
t=\frac{3(10^{-3})(0.150)^2}{4(2\times10^4)(10^{-5})^2}\ \text{s}
\approx 8.44\ \text{s}\quad(0.141\ \text{min}).
\]

The wafer is then still approaching at

\[
V=\frac{2(2\times10^4)(10^{-5})^3}{3(10^{-3})(0.150)^2}\ \text{m/s}
\approx0.593\ \text{µm/s}.
\]

In this model a perfectly smooth wafer never touches the pad in a finite time, because \(t\to\infty\) as \(h\to0\).

## Comparison of the two

The estimate has the correct dependence on every parameter and is too large by a factor \(4/3\). The factor \(3/4\) can be traced. Viscous flow between plates contributes 12. Four factors of \(1/2\) follow: from the volume balance, from integrating \(r\) to obtain the pressure, from averaging the parabola over the disc, and from integrating \(h^{-3}\) in time. Their product is \(12/16=3/4\).

The exact result also shows how thick "very thick" must be:

- from 20 µm, the time is 6.33 s;
- from 100 µm, it is 8.35 s;
- from 1000 µm, it is 8.437 s.

The last halving, from 20 to 10 µm, takes the fraction \(1-(10/20)^2=3/4\) of the limiting time. A separate numerical solution, which divides the film into 500 rings, solves for their pressures and integrates the approach speed, also gives 8.437 s from 1000 µm.

## Inertia at the thick start

The importance of inertia relative to viscous force in the film is indicated, up to a numerical factor, by

\[
\frac{\rho hV}{\mu}=\frac{2\rho Ph^4}{3\mu^2R^2}.
\]

It is \(5.9\times10^{-6}\) at 10 µm but reaches one at about 203 µm. Inertia therefore begins to matter at gaps of a few hundred micrometres and dominates in much thicker films. The viscous formula assigns only \(8.44\,(10/203)^2\approx0.02\) s to all gaps above 203 µm, so even a large relative error there matters little.

To size that error, include the momentum of the water averaged across the gap:

\[
\rho\left[\frac{\partial(hU)}{\partial t}+\frac1r\frac{\partial}{\partial r}\left(\beta rhU^2\right)\right]
=-h\frac{dp}{dr}-\frac{12\mu U}{h}.
\]

Here \(\beta=6/5\) is the mean of \(u^2\) divided by \(U^2\) for a parabolic profile. Substituting \(hU=Vr/2\) and dividing by \(h\) gives

\[
-\frac{dp}{dr}=r\left[\frac{\rho}{2h}\frac{dV}{dt}+\frac{3\beta\rho V^2}{4h^2}+\frac{6\mu V}{h^3}\right].
\]

A gradient \(-dp/dr=Gr\) produces the mean pressure \(GR^2/4\). If \(m\) is the carrier mass per unit wafer area, Newton's law \(m\,dV/dt=P-GR^2/4\) becomes

\[
\left(m+\frac{\rho R^2}{8h}\right)\frac{dV}{dt}
=P-\frac{3\beta\rho R^2V^2}{16h^2}-\frac{3\mu R^2V}{2h^3}.
\]

For a carrier of roughly 10 kg starting from rest, numerical integration gives 8.448 s from 1 mm and 8.465 s from 5 mm. These exceed the viscous limit by about 0.01 and 0.03 s. They are estimates. The averaged equation keeps the inertia-free profile and wall drag; a first-order expansion of the full laminar equations replaces its coefficients \(1/8\) and \(3\beta/16=0.225\) by \(3/20\) and \(15/56\approx0.268\), and the full laminar equations give 8.448 s and 8.463 s. Moreover, the peak Reynolds numbers at the rim, \(\rho Uh/\mu\), are about 3000 and 16,000, where a laminar parabolic profile is doubtful.

The extra time grows with the starting gap, so the limit \(h_0\to\infty\) belongs to the viscous formula and not to a real immersion. For practical starts of a few millimetres, this model puts the correction below one per cent.

## What keeps the film flat

The film pushes hardest at the centre, with \(p=2P(1-r^2/R^2)\). If the back of the wafer were loaded by a uniform pressure \(P\), the net upward load would be

\[
q=P\left(1-\frac{2r^2}{R^2}\right).
\]

Its total is zero, but it bends the wafer. For small deflections \(w\) of a plate with Young's modulus \(E\), thickness \(d\) and Poisson ratio \(\nu\),

\[
D\nabla^4w=q,\qquad D=\frac{Ed^3}{12(1-\nu^2)}.
\]

Multiplying by \(r\) and integrating from the centre gives

\[
D\frac{d}{dr}\nabla^2w=P\left(\frac r2-\frac{r^3}{2R^2}\right),
\]

which vanishes at the rim, as a force-free edge requires. Integrating again, and using \(\nabla^2r^n=n^2r^{n-2}\),

\[
w=w(0)+\frac PD\left(\frac{r^4}{64}-\frac{r^6}{288R^2}\right)+\frac{Cr^2}{4}.
\]

The free edge also carries no bending moment, so \(w''+\nu w'/r=0\) at \(R\):

\[
\frac{PR^2}{D}\left(\frac1{12}+\frac{\nu}{24}\right)+\frac C2(1+\nu)=0
\quad\Rightarrow\quad
C=-\frac{PR^2(2+\nu)}{12D(1+\nu)}.
\]

The centre therefore rises relative to the rim by

\[
w(0)-w(R)=\frac{PR^4}{D}\left[\frac{2+\nu}{48(1+\nu)}-\frac7{576}\right].
\]

With rough values \(E=150\) GPa, \(d=0.775\) mm and \(\nu=0.30\), this is 39 mm. Such a number lies far outside small-deflection theory and is not a predicted shape. Including the stretching of the wafer's mid-plane, for an axisymmetric shape under the same load, reduces it to about 4 mm. That is still hundreds of times the film thickness, so a wafer backed only by uniform pressure cannot remain flat to within 10 µm while carrying the assumed film pressure. The rigid carrier is essential to the problem.

A backing plate 30 mm thick with \(E\approx200\) GPa, loaded uniformly from above, bows by only about 0.5 µm. In steel it weighs about 17 kg, more than the 10 kg carrier assumed earlier, but even doubling that mass changes the drainage times from 1 and 5 mm by less than 0.01 s. The pad also yields. A thin bonded layer of thickness \(H\) and confined compression modulus \(M\) is dented by \(pH/M\). For a hard pad with \(H=2.0\) mm and \(M=300\) MPa, both rough, the central dent is \(2PH/M=0.27\) µm.

Let \(g(r)\) be the sum of these two small distortions, measured from the rim, and let \(h\) now denote the rim gap. To leading order in \(g/h\) the pressure shape, and hence \(g\), stays fixed, so every point closes at the same speed. Then \(dp/dr=-6\mu Vr/(h+g)^3\). Integrating the load by parts, with \(s=r^2/R^2\),

\[
P=-\frac1{R^2}\int_0^Rr^2\frac{dp}{dr}\,dr
=3\mu VR^2\int_0^1\frac{s\,ds}{(h+g)^3}.
\]

Solving for \(dt=-dh/V\) and integrating over \(h\) from a thick start gives

\[
t=\frac{3\mu R^2}{2P}\int_0^1\frac{s\,ds}{(h+g)^2}.
\]

The result is about 8.1 s, roughly 4% below the flat value: the larger central gap lets water escape more easily. A soft underlayer 1.3 mm thick with \(M\approx5\) MPa would dent by about 10 µm. That is as large as the film, and this small-distortion treatment would fail.

## Sliding and grooves

Suppose the pad slides at speed \(U_s\) in the \(x\) direction beneath a slightly tilted wafer, with the gap narrowing along \(x\) at slope \(\theta\). The moving pad drags a flux \(U_sh/2\) per unit width, because the velocity it imposes falls linearly from \(U_s\) to zero across the gap. Volume conservation becomes

\[
\nabla\cdot\left(\frac{h^3}{12\mu}\nabla p\right)
=\frac{\partial h}{\partial t}+\frac{U_s}{2}\frac{\partial h}{\partial x}
=-\left(V+\frac{U_s\theta}{2}\right).
\]

To leading order in the tilt, sliding acts as an additional approach speed \(U_s\theta/2\). It carries the whole load at 10 µm, with no further descent, when \(U_s\theta/2=0.593\) µm/s. At \(U_s=1.0\) m/s this requires a height difference across the wafer of

\[
2R\theta=\frac{4R(0.593\times10^{-6}\,\text{m/s})}{1.0\,\text{m/s}}\approx0.36\ \text{µm}.
\]

A two-dimensional solution with the tilted gap gives a mean pressure of 20.0 kPa, confirming the estimate. The drainage time therefore applies to a pad at rest, or to one sliding beneath an exactly parallel wafer. The opposite tilt reverses the sign of the effect.

Grooves change the escape distance. Consider a long land of width \(b\) between grooves at ambient pressure, with \(x\) measured from its centre line. Volume balance gives \(hU=Vx\), so

\[
\frac{dp}{dx}=-\frac{12\mu Vx}{h^3},\qquad
p=\frac{6\mu V}{h^3}\left(\frac{b^2}{4}-x^2\right).
\]

The average of \(x^2\) across the land is \(b^2/12\), hence \(P=\mu Vb^2/h^3\). Integrating \(dt=-dh/V\) from a thick start yields

\[
t=\frac{\mu b^2}{2Ph^2}.
\]

For \(b=2.0\) mm and the same mean pressure on the land, this is 1.0 ms. Carrier inertia can no longer be ignored on that scale: under 20 kPa alone, a 10 kg carrier needs about 4 ms to fall 1 mm from rest. In this ideal case the viscous film on the lands has ceased to be the main delay. Real grooves must also carry the water to the rim. Narrow or shallow ones resist that flow, so their pressure rises above ambient and drainage can take many times longer than 1 ms.

## Reading the result for a real polisher

The wafer size and pressure are typical of chemical-mechanical polishing, but the smooth pad at rest is not. Working pads are usually rough, porous and grooved, and they move. Grooves that stay at ambient pressure reduce the viscous drainage time from seconds to about a millisecond in the example above. Resistance in real grooves lengthens that time, but open grooves still provide an escape path that the smooth-pad model lacks, so 8.4 s should not be used as the touchdown time of such a machine. It describes a smooth, ungrooved pad under a rigid carrier.

Two other changes follow directly from the formula. Warm water with a viscosity of roughly 0.55 mPa s reduces the time to 4.6 s, with all else fixed. A retaining ring flush with the wafer, leaving no drainage gap and descending rigidly with it, extends the disc to a radius of 175 mm. If the load is raised so that the pressure averaged over the whole enlarged disc is still 20 kPa, the time rises by the factor \((175/150)^2\), to 11.5 s.

## Numbers as computed

```
Wafer radius: 150 mm
Mean pressure: 20 kPa
Water viscosity, rough: 1.00 mPa s
Water density, rough: 1000 kg/m3
Final gap: 10 um
Total load: 1413.7 N
Squeeze time, thick-start limit: 8.4375 s
Same time: 0.1406 min
Final approach speed: 0.5926 um/s
Centre pressure: 40.0 kPa
Time from 20 um: 6.3281 s
Time from 100 um: 8.3531 s
Time from 1000 um: 8.4367 s
Finite-volume time from 1000 um: 8.4367 s
Share of last halving: 75.00 %
Final gap Reynolds number: 5.93e-06 (no unit)
Gap where that number is one: 202.7 um
Carrier mass, rough: 10 kg
Time with inertia from 1 mm: 8.4478 s
Time with inertia from 5 mm: 8.4650 s
Peak edge Reynolds number from 1 mm: 3044 (no unit)
Peak edge Reynolds number from 5 mm: 15619 (no unit)
Wafer thickness, rough: 0.775 mm
Wafer modulus, rough: 150 GPa
Plate Poisson ratio, rough: 0.30 (no unit)
Unsupported wafer bow, linear: 39.1 mm
Backing plate thickness: 30 mm
Backing plate modulus, rough: 200 GPa
Backing plate bow: 0.506 um
Hard pad thickness, rough: 2.0 mm
Hard pad modulus, rough: 300 MPa
Hard pad centre dent: 0.267 um
Time with pad and plate dish: 8.0798 s
Change due to dish: -4.24 %
Soft underlayer thickness, rough: 1.3 mm
Soft underlayer modulus, rough: 5 MPa
Soft underlayer centre dent: 10.4 um
Sliding speed, rough: 1.0 m/s
Tilt across wafer that carries load: 0.356 um
Pressure from 2D tilted film: 20.004 kPa
Land width between grooves, rough: 2.0 mm
Drainage time of one land: 1.000 ms
Warm water viscosity, rough: 0.55 mPa s
Time in warm water: 4.641 s
Outer radius with flush ring: 175 mm
Time with flush ring: 11.484 s
```
